**Nonuniform scaling of the noninteracting kinetic energy**

For the scaled density n_λ(x,y,z) = λn(λx,y,z), the program tests the inequality Ts[n_λ] ≤ λ²Tx + Ty + Tz, where Tx, Ty and Tz are the axis components of the minimizing determinant of n. It also tests that the von Weizsaecker functional T_W obeys the corresponding equality with its own components. The model is two same-spin electrons in a harmonic oscillator whose soft axis is tilted by 30° from x. Ts of the scaled density is found by a search over local potentials that does not use the inequality. The assertions cover the bound, concavity in λ², the slope and virial relation at λ = 1, one-orbital saturation, grid convergence, and the phase-orbital construction that limits Ts at large λ. At λ² = 2 the output gives Ts = 5.0222 hartree against a bound of 5.1250 hartree, and the two agree at λ = 1. At large λ the printed limits show Ts/λ² approaching the x component of T_W, 0.6332 hartree, rather than Tx = 1.1250 hartree.

## Numerical check

```python
"""
Result under test: for the density n_lam(x,y,z) = lam*n(lam*x,y,z),
    Ts[n_lam] <= lam^2*Tx[n] + Ty[n] + Tz[n],
while the von Weizsaecker functional TW = (1/8) int |grad n|^2/n gives an
equality with its own components.  Ts is the noninteracting kinetic energy;
Tx, Ty, Tz are the axis components for the minimizing determinant of n.
Symbols: s = lam^2; u, v = oscillator axes, tilted from x, y;
wu, wv, wz = oscillator frequencies.  Hartree atomic units.
Model: two same-spin electrons in the two lowest oscillator levels.
Ts of the scaled density is found by maximizing E[pot] - int pot*n over
local potentials, which does not use the inequality.
"""
import numpy as np
from scipy import constants
from scipy.interpolate import InterpolatedUnivariateSpline, RectBivariateSpline

wu, wv, wz = 1.0, 3.0, 3.0
tilt_deg = 30.0
ct, st = np.cos(np.radians(tilt_deg)), np.sin(np.radians(tilt_deg))
rotation = np.array([[ct, st], [-st, ct]])          # (u,v) = rotation (x,y)
gauss_matrix = rotation.T @ np.diag([wu, wv]) @ rotation
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]


def kinetic_matrix(points):
    """-(1/2) d^2/dx^2 in a basis of sinc functions on a uniform grid."""
    h = points[1] - points[0]
    d = np.subtract.outer(np.arange(len(points)), np.arange(len(points)))
    safe = np.where(d == 0, 1, d)
    return np.where(d == 0, np.pi**2 / 6, (-1.0)**d / safe**2) / h**2


def orbitals(x, y):
    """The two occupied orbitals in the xy plane, unscaled."""
    u, v = ct * x + st * y, -st * x + ct * y
    g = (wu * wv)**0.25 / np.sqrt(np.pi) * np.exp(-(wu * u**2 + wv * v**2) / 2)
    return g, np.sqrt(2 * wu) * u * g


def density(x, y):
    a, b = orbitals(x, y)
    return a**2 + b**2


def log_density_derivatives(x, y):
    """First and unmixed second x, y derivatives of ln n."""
    u, v = ct * x + st * y, -st * x + ct * y
    q = 1 + 2 * wu * u**2
    lu, lv = -2 * wu * u + 4 * wu * u / q, -2 * wv * v
    luu, lvv = -2 * wu + 4 * wu * (1 - 2 * wu * u**2) / q**2, -2 * wv
    return (ct * lu - st * lv, st * lu + ct * lv,
            ct**2 * luu + st**2 * lvv, st**2 * luu + ct**2 * lvv)


def make_grid(s, nx, ny, xmax, ymax):
    """Physical grid fitted to the extent of the scaled density."""
    x = np.linspace(-xmax, xmax, nx) / np.sqrt(s)
    y = np.linspace(-ymax, ymax, ny)
    xx, yy = np.meshgrid(x, y, indexing="ij")
    return x, y, xx, yy, (x[1] - x[0]) * (y[1] - y[0])


def kinetic_parts(f, x, y, cell):
    """x and y kinetic energies of a function given on the grid."""
    tx = np.sum(f.conj() * (kinetic_matrix(x) @ f)).real * cell
    ty = np.sum(f.conj() * (f @ kinetic_matrix(y))).real * cell
    return tx, ty


# ---- components for the unscaled density ---------------------------------
x, y, X, Y, cell = make_grid(1.0, 121, 121, 8.0, 6.5)
n0 = density(X, Y)
parts = np.array([kinetic_parts(f, x, y, cell) for f in orbitals(X, Y)])
Tx, Ty = parts.sum(axis=0)
z = np.linspace(-5, 5, 81)
gz = (wz / np.pi)**0.25 * np.exp(-wz * z**2 / 2)
Tz = 2 * gz @ kinetic_matrix(z) @ gz * (z[1] - z[0])
assert abs(n0.sum() * cell - 2) < 1e-9
assert abs(Tx - (ct**2 * wu + st**2 * wv / 2)) < 1e-7
assert abs(Ty - (st**2 * wu + ct**2 * wv / 2)) < 1e-7
assert abs(Tz - wz / 2) < 1e-7

lx, ly, _, _ = log_density_derivatives(X, Y)
TWx = np.sum(n0 * lx**2) * cell / 8
TWy = np.sum(n0 * ly**2) * cell / 8
density_z = 2 * gz**2
TWz = np.sum(density_z * (2 * wz * z)**2) * (z[1] - z[0]) / 8

# virial relation along x, with the oscillator potential
U, V = ct * X + st * Y, -st * X + ct * Y
virial = np.sum(n0 * X * (ct * wu**2 * U - st * wv**2 * V)) * cell
assert abs(virial - 2 * Tx) < 1e-7


def bound(s):
    return s * Tx + Ty + Tz


def weizsaecker(s):
    return s * TWx + TWy + TWz


# ---- scaled determinant and scaled von Weizsaecker energy ----------------
for s in (0.5, 2.0, 4.0):
    lam = np.sqrt(s)
    xs, ys, XS, YS, cs = make_grid(s, 121, 121, 8.0, 6.5)
    scaled_orbs = [np.sqrt(lam) * f for f in orbitals(lam * XS, YS)]
    t_det = sum(sum(kinetic_parts(f, xs, ys, cs)) for f in scaled_orbs)
    assert abs(t_det + Tz - bound(s)) < 1e-6
    root_n = np.sqrt(lam * density(lam * XS, YS))
    tw_direct = sum(kinetic_parts(root_n, xs, ys, cs)) + TWz
    assert abs(tw_direct - weizsaecker(s)) < 1e-5
    if s == 2.0:
        tw_direct_2 = tw_direct


# ---- Ts of the scaled density by search over local potentials ------------
def planar_problem(s, nx, ny):
    lam = np.sqrt(s)
    xs, ys, XS, YS, cs = make_grid(s, nx, ny, 4.6, 3.6)
    kin = (np.kron(kinetic_matrix(xs), np.eye(ny))
           + np.kron(np.eye(nx), kinetic_matrix(ys)))
    target = (lam * density(lam * XS, YS) * cs).ravel()
    stretch = np.diag([lam, 1.0])
    a = stretch @ gauss_matrix @ stretch
    force = a @ np.array([XS.ravel(), YS.ravel()])
    harmonic = 0.5 * np.sum(force**2, axis=0)
    return lam * xs, ys, lam * XS, YS, kin, target, harmonic


def search_ts(s, nx, ny, correction=None):
    """Maximize E[pot]-int pot*n; correction = pot minus a harmonic guess."""
    _, _, _, _, kin, target, harmonic = planar_problem(s, nx, ny)
    pot = 0.9 * harmonic if correction is None else harmonic + correction

    def solve(p):
        e, c = np.linalg.eigh(kin + np.diag(p))
        return e, c, e[0] + e[1] - p @ target

    e, c, value = solve(pot)
    damping = 0.1
    for _ in range(40):
        error = c[:, 0]**2 + c[:, 1]**2 - target
        if np.abs(error).sum() < 1e-5:
            break
        response = np.zeros_like(kin)
        empty = c[:, 2:]
        for j in (0, 1):
            green = (empty / (e[2:] - e[j])) @ empty.T
            response += 2 * np.outer(c[:, j], c[:, j]) * green
        matrix = response + np.diag(damping * target + 1e-9)
        trial = pot + np.linalg.solve(matrix, error)
        e1, c1, value1 = solve(trial)
        if value1 >= value - 1e-11:
            pot, e, c, value = trial, e1, c1, value1
            damping = max(0.1 * damping, 1e-5)
        else:
            damping *= 10
    error = np.abs(c[:, 0]**2 + c[:, 1]**2 - target).sum()
    t_orbitals = sum(c[:, j] @ kin @ c[:, j] for j in (0, 1))
    assert error < 1e-4, (s, error)
    assert abs(t_orbitals - value) < 1e-3, (s, t_orbitals, value)
    # nondegenerate ground state, and no excitation of the z motion
    assert e[2] - e[1] > 0.05 and e[1] - e[0] < wz
    return dict(ts=value + Tz, error=error, gap=e[2] - e[1],
                spacing=e[1] - e[0], correction=pot - harmonic)


NX, NY = 21, 19
found = {1.0: search_ts(1.0, NX, NY)}
for chain in ((1.0, 1.1, 1.5, 2.0), (1.0, 0.9, 0.7, 0.5)):
    for previous, s in zip(chain[:-1], chain[1:]):
        found[s] = search_ts(s, NX, NY, found[previous]["correction"])
s_values = sorted(found)
ts = np.array([found[s]["ts"] for s in s_values])

assert abs(found[1.0]["ts"] - bound(1.0)) < 5e-4
for s in s_values:
    assert weizsaecker(s) < found[s]["ts"] < bound(s) + 5e-4
for s in (0.5, 2.0):
    assert bound(s) - found[s]["ts"] > 0.01          # strictly below
slopes = np.diff(ts) / np.diff(s_values)
assert np.all(np.diff(slopes) < 0)                   # concave in s
slope_at_one = (found[1.1]["ts"] - found[0.9]["ts"]) / 0.2
assert abs(slope_at_one - Tx) < 3e-3                 # finite-step error

# the same search on a finer grid
FX, FY = 25, 21
xc, yc = planar_problem(2.0, NX, NY)[:2]
xf, yf = planar_problem(2.0, FX, FY)[:2]
start = RectBivariateSpline(xc, yc, found[2.0]["correction"].reshape(NX, NY))
finer = search_ts(2.0, FX, FY, start(xf, yf).ravel())
assert abs(finer["ts"] - found[2.0]["ts"]) < 1e-3

# ---- one spatial orbital: sqrt(n/2) is a ground state, Ts equals TW ------
s = 2.0
_, _, XO, YO, kin, target, _ = planar_problem(s, FX, FY)
lx, ly, lxx, lyy = log_density_derivatives(XO, YO)
pot = (0.25 * (s * lxx + lyy) + 0.125 * (s * lx**2 + ly**2)).ravel()
levels, vectors = np.linalg.eigh(kin + np.diag(pot))
assert np.abs(2 * vectors[:, 0]**2 - target).sum() < 2e-3
ts_one_orbital = 2 * levels[0] - pot @ target + TWz
assert abs(ts_one_orbital - weizsaecker(s)) < 2e-3

# ---- orbitals with equal densities and phases along y --------------------
s = 4.0
lam = np.sqrt(s)
xs, ys, XS, YS, cs = make_grid(s, 121, 121, 8.0, 6.5)
n_scaled = lam * density(lam * XS, YS)
n_y = n_scaled.sum(axis=1 - 1) * (xs[1] - xs[0])
cumulative = InterpolatedUnivariateSpline(ys, n_y, k=5).antiderivative()(ys)
theta = np.pi * cumulative                           # runs from 0 to 2 pi


def phase_cost(count):
    marginal = count / 2 * n_y
    cube = np.sum(marginal**3) * (ys[1] - ys[0])
    return np.pi**2 * (count**2 - 1) / (6 * count**2) * cube


for count in (2, 3):                                 # density count/2 * n
    ks = np.arange(count) - (count - 1) / 2
    orbs = [np.sqrt(n_scaled / 2) * np.exp(1j * k * theta)[None, :]
            for k in ks]
    overlap = np.array([[np.sum(a.conj() * b) * cs for b in orbs]
                        for a in orbs])
    assert np.abs(overlap - np.eye(count)).max() < 1e-5
    t_phase = sum(sum(kinetic_parts(f, xs, ys, cs)) for f in orbs)
    expected = count / 2 * (s * TWx + TWy) + phase_cost(count)
    assert abs(t_phase - expected) < 1e-4
C = phase_cost(2)
s_strict = C / (Tx - TWx)
assert Tx > TWx
assert weizsaecker(1.1 * s_strict) + C < bound(1.1 * s_strict)

# ---- output --------------------------------------------------------------
print(f"Frequencies wu, wv, wz: {wu:.1f}, {wv:.1f}, {wz:.1f} hartree")
print(f"Tilt of soft axis u from x: {tilt_deg:.0f} degrees")
print(f"Tx, Ty, Tz: {Tx:.4f}, {Ty:.4f}, {Tz:.4f} hartree")
print(f"TWx, TWy, TWz: {TWx:.4f}, {TWy:.4f}, {TWz:.4f} hartree")
print(f"Virial integral of n x dv/dx: {virial:.4f} hartree (2Tx {2*Tx:.4f})")
print("Columns: s=lam^2, lam, TW, Ts, bound, bound-Ts (energies in hartree)")
for s in s_values:
    t = found[s]["ts"]
    print(f"  {s:.1f}  {np.sqrt(s):.4f}  {weizsaecker(s):.4f}  {t:.4f}"
          f"  {bound(s):.4f}  {abs(bound(s) - t):.4f}")
print(f"Slope dTs/ds at s=1 from s=0.9 and 1.1: {slope_at_one:.4f} hartree")
print("Slopes between neighbouring s values (hartree):")
print("  " + ", ".join(f"{q:.4f}" for q in slopes))
print(f"At s=2, Ts on finer grid: {finer['ts']:.4f} hartree")
print(f"At s=2, integrated density error: {found[2.0]['error']:.1e} electrons")
print(f"At s=2, level 2 minus level 1: {found[2.0]['spacing']:.3f} hartree")
print(f"At s=2, level 3 minus level 2: {found[2.0]['gap']:.3f} hartree")
print(f"At s=2, TW directly from scaled density: {tw_direct_2:.4f} hartree")
print(f"At s=2, Ts if one orbital holds both: {ts_one_orbital:.4f} hartree")
print(f"At s=2, Ts and bound: {found[2.0]['ts']*hartree_ev:.2f}, "
      f"{bound(2.0)*hartree_ev:.2f} eV")
print(f"Phase cost C for two same-spin electrons: {C:.4f} hartree")
print(f"Strict inequality guaranteed above s = {s_strict:.3f} "
      f"(lam = {np.sqrt(s_strict):.3f})")
print("Columns: s, TW, TW+C, bound (hartree); then each divided by s")
for s in (9.0, 100.0, 10000.0):
    row = np.array([weizsaecker(s), weizsaecker(s) + C, bound(s)])
    print(f"  {s:.0f}  " + "  ".join(f"{q:.3f}" for q in row)
          + "  |  " + "  ".join(f"{q:.4f}" for q in row / s))
print("success")
```

Running it gives:

```
Frequencies wu, wv, wz: 1.0, 3.0, 3.0 hartree
Tilt of soft axis u from x: 30 degrees
Tx, Ty, Tz: 1.1250, 1.3750, 1.5000 hartree
TWx, TWy, TWz: 0.6332, 1.2111, 1.5000 hartree
Virial integral of n x dv/dx: 2.2500 hartree (2Tx 2.2500)
Columns: s=lam^2, lam, TW, Ts, bound, bound-Ts (energies in hartree)
  0.5  0.7071  3.0277  3.4018  3.4375  0.0357
  0.7  0.8367  3.1543  3.6503  3.6625  0.0122
  0.9  0.9487  3.2810  3.8862  3.8875  0.0013
  1.0  1.0000  3.3443  4.0000  4.0000  0.0000
  1.1  1.0488  3.4076  4.1113  4.1125  0.0012
  1.5  1.2247  3.6609  4.5342  4.5625  0.0283
  2.0  1.4142  3.9776  5.0222  5.1250  0.1028
Slope dTs/ds at s=1 from s=0.9 and 1.1: 1.1253 hartree
Slopes between neighbouring s values (hartree):
  1.2423, 1.1796, 1.1379, 1.1127, 1.0573, 0.9761
At s=2, Ts on finer grid: 5.0222 hartree
At s=2, integrated density error: 9.8e-06 electrons
At s=2, level 2 minus level 1: 1.612 hartree
At s=2, level 3 minus level 2: 1.483 hartree
At s=2, TW directly from scaled density: 3.9776 hartree
At s=2, Ts if one orbital holds both: 3.9776 hartree
At s=2, Ts and bound: 136.66, 139.46 eV
Phase cost C for two same-spin electrons: 2.2421 hartree
Strict inequality guaranteed above s = 4.559 (lam = 2.135)
Columns: s, TW, TW+C, bound (hartree); then each divided by s
  9  8.410  10.652  13.000  |  0.9345  1.1836  1.4444
  100  66.035  68.277  115.375  |  0.6604  0.6828  1.1537
  10000  6335.115  6337.357  11252.875  |  0.6335  0.6337  1.1253
success
```
